# Contact hyperfine coupling from the Dirac operator without a delta function

## Definitions and conventions

Atomic units are used: \(\hbar=m_e=e=4\pi\varepsilon_0=1\). The speed of light is then \(c=137.036\) and the electron has charge \(-1\). The electron moves in a central, local potential energy \(V(r)\). Its Hamiltonian, with the rest energy subtracted, is

\[
H_0=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r),\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

A bound state satisfies \(H_0\psi=\varepsilon\psi\) with \(\psi=(\varphi,\chi)\), where \(\varphi\) is the large and \(\chi\) the small two-component part.

The nucleus carries a point magnetic dipole \(\boldsymbol\mu=g_I\mu_N\mathbf I\), where \(\mu_N=m_e/(2m_p)=2.7231\times10^{-4}\). In these units \(\mu_0/4\pi=1/c^2\), because \(\varepsilon_0\mu_0=1/c^2\) and \(4\pi\varepsilon_0=1\). The vector potential of the dipole is therefore

\[
\mathbf A=\frac{\boldsymbol\mu\times\mathbf r}{c^2r^3}.
\]

For charge \(-1\), minimal coupling replaces \(\mathbf p\) by \(\mathbf p+\mathbf A\). The added term is the Dirac hyperfine operator,

\[
H'=c\,\boldsymbol\alpha\cdot\mathbf A
=\frac{\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf r)}{c\,r^3}
=\frac{\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)}{c\,r^3}.
\]

The last step is a cyclic permutation of the triple product. \(H'\) is treated to first order throughout. The hyperfine constant \(A_{\rm iso}\) is defined by the energy operator \(A_{\rm iso}\,\mathbf I\cdot\mathbf s\), with \(\mathbf s=\boldsymbol\sigma/2\) acting on the two states of an \(s_{1/2}\) level.

## What happens

The operator grows as \(1/r^2\) at the nucleus. The volume element supplies \(r^2\), so its matrix elements between bounded functions that decay exponentially at large \(r\) are ordinary convergent integrals. There is no delta function in \(H'\), and none has to be added. The Pauli description of the same coupling does contain one, and gives an \(s\) electron an energy proportional to \(|\psi(0)|^2\).

The two agree when \(c\) is large. The small component is then proportional to the derivative of the large one, the product of the two is a total derivative, and its integral is fixed by the density at the origin. At finite \(c\) the small component gains a radius-dependent factor, the product is no longer a total derivative, and the density at the origin gives way to a weighted integral of the density, to which a nucleus of finite size adds the density at the origin with a reduced weight. For a heavy nucleus the correction matters, and for a point nucleus the uncorrected statement would call for an infinite density.

## Why: the radial integral

**The small component.** For an \(s_{1/2}\) state write

\[
\varphi=\frac{R(r)}{\sqrt{4\pi}}\,\xi,\qquad
\chi=-\frac{i\,S(r)}{\sqrt{4\pi}}\,\sigma_r\,\xi,\qquad
\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r},
\]

with a constant unit spinor \(\xi\), real \(R\) and \(S\), and \(\int(R^2+S^2)r^2dr=1\). The lower row of the Dirac equation is \(c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2c^2+\varepsilon-V)\chi\), so

\[
\chi=\frac{K}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi,\qquad
K(r)=\frac{1}{1+\dfrac{\varepsilon-V(r)}{2c^2}}.
\]

Since \(\boldsymbol\sigma\cdot\mathbf p\,R=-i\sigma_rR'\), comparison with the assumed form of \(\chi\) gives

\[
S=\frac{K R'}{2c}.
\]

The upper row, \((\varepsilon-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi\), becomes \((\varepsilon-V)R=-c(S'+2S/r)\), because \(\boldsymbol\sigma\cdot\nabla(S\sigma_r)\) is the divergence of \(S\hat{\mathbf r}\), whose curl vanishes. The spin factor \(\xi\) drops out, so the form is consistent.

**The spin algebra.** \(H'\) joins large and small components, and \(\mathbf r\times\boldsymbol\sigma\) is Hermitian. Hence

\[
\psi^\dagger(\mathbf r\times\boldsymbol\alpha)\psi
=2\,{\rm Re}\,\varphi^\dagger(\mathbf r\times\boldsymbol\sigma)\chi
=\frac{2rRS}{4\pi}\,{\rm Re}\;\xi^\dagger\big[-i(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r\big]\xi .
\]

Let \(n_i\) be the components of \(\hat{\mathbf r}\). With \(\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m\),

\[
\begin{aligned}
[(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r]_i
&=\epsilon_{ijk}n_jn_l\,\sigma_k\sigma_l
=\epsilon_{ijk}n_jn_k+i\epsilon_{ijk}\epsilon_{klm}n_jn_l\sigma_m\\
&=0+i(\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl})n_jn_l\sigma_m
=i(n_i\sigma_r-\sigma_i).
\end{aligned}
\]

The bracket is thus \(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma\). The average of \(n_in_j\) over directions is \(\delta_{ij}/3\), which turns it into \(-\tfrac23\boldsymbol\sigma\). The angular integration supplies \(4\pi\), and the radial factors combine as \(r^2\cdot r/r^3=1\). With \(\langle\boldsymbol\sigma\rangle=\xi^\dagger\boldsymbol\sigma\xi\),

\[
\langle H'\rangle=-\frac{4}{3c}\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\,J,
\qquad J=\int_0^\infty RS\,dr .
\]

Inserting \(\boldsymbol\mu=g_I\mu_N\mathbf I\) and \(\boldsymbol\sigma=2\mathbf s\) gives

\[
A_{\rm iso}=-\frac{8}{3c}\,g_I\mu_N\,J .
\]

So far nothing has been expanded in \(1/c\).

**The collapse.** Let \(c\) grow, so that at every \(r>0\) \(K\to1\) and \(R\) tends to the Schrödinger function, which is finite at the origin. For a point nucleus the approach is not uniform near \(r=0\); the section on finite \(c\) shows that \(J\) still has the limit found here. Then

\[
J\to\frac1{2c}\int_0^\infty RR'\,dr
=\frac1{4c}\Big[R^2\Big]_0^\infty
=-\frac{R(0)^2}{4c}
=-\frac{\pi|\psi(0)|^2}{c},
\]

using \(|\psi(0)|^2=R(0)^2/4\pi\). It follows that

\[
\langle H'\rangle\to\frac{4\pi}{3c^2}|\psi(0)|^2\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle,
\qquad
A_{\rm iso}\to\frac{8\pi}{3c^2}\,g_I\mu_N|\psi(0)|^2 .
\]

This is the Fermi contact term with electron \(g\) factor 2. The sign can be traced: the density goes from a positive value at the origin to zero at infinity, so \(J\) is negative, and this cancels the minus sign from the spin algebra.

The integrand \(-RR'\) is half the decrease of \(R^2\) per unit radius. One may think of the density as a stack of uniform balls, one ending at each radius. Each ball contributes in proportion to its density and independently of its radius, and the densities of all the balls add up to the density at the centre. Where \(R^2\) rises outwards, as it does beyond a node, the balls count with negative density. The origin therefore enters as an end point of integration. The contributions themselves come from the whole orbital: for \(R\propto e^{-Zr}\), the share gathered within radius \(r\) is \(1-e^{-2Zr}\).

## Where the delta function comes from

The Pauli form follows if the derivative is moved from the small component onto the vector potential. Put \(\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)\) into \(\langle H'\rangle\), for any \(\varphi\), spherical or not:

\[
\langle H'\rangle=\tfrac12\langle\varphi|\,
\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p
+\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf A\,|\varphi\rangle .
\]

The products of Pauli matrices give \(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p+\mathbf p\times\mathbf A)\). As operators, \(\mathbf p\times\mathbf A=-i(\nabla\times\mathbf A)-\mathbf A\times\mathbf p\), and \(\nabla\cdot\mathbf A=0\). Therefore

\[
\langle H'\rangle=\langle\mathbf A\cdot\mathbf p\rangle
+\tfrac12\langle\boldsymbol\sigma\cdot\mathbf B\rangle,\qquad \mathbf B=\nabla\times\mathbf A .
\]

Because \(\mathbf A\) is singular, its curl must be taken in the sense of distributions:

\[
c^2\mathbf B=\boldsymbol\mu\,\nabla\cdot\frac{\mathbf r}{r^3}
-(\boldsymbol\mu\cdot\nabla)\frac{\mathbf r}{r^3}.
\]

The divergence is \(4\pi\delta(\mathbf r)\). By isotropy, the singular part of \(\partial_i(r_j/r^3)\) is one third of this trace, \(\tfrac{4\pi}3\delta_{ij}\delta(\mathbf r)\). The delta part of \(c^2\mathbf B\) is thus \((4\pi-\tfrac{4\pi}3)\boldsymbol\mu\,\delta(\mathbf r)=\tfrac{8\pi}3\boldsymbol\mu\,\delta(\mathbf r)\). The remainder is the traceless dipole field, which averages to zero over a spherical density. In an \(s\) state \(\mathbf A\cdot\mathbf p\) also vanishes, since \(\mathbf p\varphi\) is radial and \(\mathbf A\) is perpendicular to \(\mathbf r\). What remains is \(\tfrac12\cdot\tfrac{8\pi}{3c^2}=\tfrac{4\pi}{3c^2}\) times the density, as before.

The delta function is the record of a surface term. Integration by parts outside a small sphere leaves a term with area proportional to \(r^2\) and potential proportional to \(1/r^2\), which stays finite as the sphere shrinks. The Dirac form has made no such integration by parts.

## Why s states

For a general state use \(P=rR\) and \(Q=rS\), and label the large component by \(\kappa\), with \(\boldsymbol\sigma\cdot\mathbf L=-(1+\kappa)\): \(\kappa=-1\) for \(s_{1/2}\), \(+1\) for \(p_{1/2}\). From \(\sigma_r^2=1\) follows \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). Applied to \(P/r\), the radial bracket gives \((P'+\kappa P/r)/r\), so

\[
Q=\frac K{2c}\Big(P'+\frac{\kappa P}{r}\Big),\qquad J=\int_0^\infty\frac{PQ}{r^2}\,dr .
\]

The angular factor in front of \(J\) depends on \(\kappa\), but the radial integral has this form for every state. For \(\kappa\neq-1\), integrate the \(PP'\) term by parts, with \((K/r^2)'=K'/r^2-2K/r^3\):

\[
\int_0^\infty\!\frac{KPP'}{r^2}dr=\frac12\Big[KR^2\Big]_0^\infty
-\frac12\int_0^\infty\! K'R^2dr+\int_0^\infty\!\frac{KP^2}{r^3}dr .
\]

Adding the \(\kappa\) term,

\[
J=-\frac{(KR^2)_{r\to0}}{4c}-\frac1{4c}\int_0^\infty\! K'R^2dr
+\frac{1+\kappa}{2c}\int_0^\infty\!\frac{KP^2}{r^3}dr .
\]

For \(\kappa=-1\) the two inverse-cube pieces cancel in the integrand. The first two terms then follow directly from \(KRR'/(2c)\), without splitting off an integral that may diverge. At large \(c\) only the density at the origin remains. For other \(\kappa\) that density vanishes in the same limit, and the inverse-cube average remains.

## How large: finite speed of light

Define the large-component density \(n(r)=R^2/4\pi\). For \(s\) states the identity keeps the form of the contact formula if \(|\psi(0)|^2\) is replaced by

\[
n_{\rm eff}=-\frac{cJ}{\pi}=(Kn)_{r\to0}+\int_0^\infty K'(r)\,n(r)\,dr .
\]

For a point nucleus, \(V=-Z/r\), let \(r_T=Z/(2c^2)\) and \(a=1+\varepsilon/(2c^2)\). Then

\[
K=\frac{r}{ar+r_T},\qquad K'=\frac{r_T}{(ar+r_T)^2},\qquad \int_0^\infty K'dr=\frac1a .
\]

The weight \(K'\) is a smeared delta function of width about \(r_T\). As \(c\to\infty\) its width goes to zero and its area to one, and \(n_{\rm eff}\to|\psi(0)|^2\).

The smearing is needed because the density diverges. Near the origin \(V\) dominates \(\varepsilon\) and \(2c^2\), and the two radial equations become \(ZS/r=cR'\) and \(ZR/r=-c(S'+2S/r)\). Powers \(R=r^{\gamma-1}\), \(S=q\,r^{\gamma-1}\) require \(Zq=c(\gamma-1)\) and \(Z=-cq(\gamma+1)\). Eliminating \(q\) gives \(\gamma=\sqrt{1-Z^2/c^2}\). Hence \(n\propto r^{2\gamma-2}\) is infinite at the origin, while \(Kn\propto r^{2\gamma-1}\) vanishes there if \(\gamma>\tfrac12\). The integral of \(K'n\) converges under the same condition, \(Z<\tfrac{\sqrt3}2c=118.7\). Beyond it, the first-order result for an \(s\) state with a point charge and a point dipole diverges.

**Closed result for 1s.** The function \(R=N r^{\gamma-1}e^{-Zr}\), \(S=qR\), solves both equations for all \(r\) if \(\varepsilon=c^2(\gamma-1)\). The \(1/r\) terms repeat the conditions above. The constant terms require \((2c^2+\varepsilon)q=-cZ\) and \(\varepsilon=cqZ\), and both hold with

\[
q=-\frac{Z}{c(1+\gamma)},\qquad q^2=\frac{1-\gamma}{1+\gamma},\qquad
\frac q{1+q^2}=-\frac Z{2c}.
\]

Dividing \(J\) by the normalization integral,

\[
J=\frac{q}{1+q^2}\,
\frac{\int_0^\infty r^{2\gamma-2}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}
=-\frac Z{2c}\cdot\frac{4Z^2}{2\gamma(2\gamma-1)}
=-\frac{Z^3}{c\,\gamma(2\gamma-1)} .
\]

The Schrödinger value has \(|\psi(0)|^2=Z^3/\pi\), so \(J=-Z^3/c\). The enhancement over the contact value is

\[
\frac1{\gamma(2\gamma-1)}=1+\frac32\frac{Z^2}{c^2}+\dots,
\]

because \(\gamma\approx1-Z^2/2c^2\) and \(2\gamma-1\approx1-Z^2/c^2\).

## Example: the one-electron copper ion

Take \(Z=29\) and \(g_I=1\), so that \(A_{\rm iso}\) is given per unit nuclear \(g\) factor. The contact value for 1s is

\[
A_{\rm iso}=\frac{8Z^3\mu_N}{3c^2}
=\frac{8\times24389\times2.7231\times10^{-4}}{3\times(137.036)^2}
=9.431\times10^{-4}\ \text{hartree}=6205\ \text{GHz}.
\]

For the Dirac value, \(Z/c=0.21162\) and \(\gamma=0.97735\), so the enhancement is \(1/(0.97735\times0.95470)=1.0717\). This gives \(1.0107\times10^{-3}\) hartree, or 6650 GHz. The leading correction \(\tfrac32(Z/c)^2=0.067\) supplies most of the 7.2 percent.

The remaining numbers come from numerical solution of the two radial equations. They were integrated outwards and inwards on a logarithmic grid, the energy was fixed by matching, and the integrals were done by Simpson's rule.

With \(c\) made ten times larger, the enhancement drops to 1.00067, in line with the \(1/c^2\) law. For 2s at the true \(c\) it is 1.103, relative to the 2s contact value. The correction therefore depends on the state, and the 1s factor should not be applied to other shells.

The smearing length is \(r_T=40.9\) fm, against an orbital scale \(1/Z=1825\) fm. For 1s with a point nucleus, \(J=\int PQ/r^2\,dr=-\frac1{4c}\int K'R^2dr\), but the two integrals gather their values in different places:

- Half of \(\int PQ/r^2\,dr\) comes from within 592.5 fm, and 5.1 percent from within \(r_T\).
- Half of \(\int K'R^2dr\) comes from within 30 fm.

The nonrelativistic half-radius of the first form would be \(\ln2/(2Z)=632\) fm. The Dirac integrand is proportional to \(r^{2\gamma-2}e^{-2Zr}\), and since \(2\gamma-2\) is negative, the factor \(r^{2\gamma-2}\) shifts weight inwards.

For \(2p_{1/2}\), \(J=8.115\): the inverse-cube term gives 8.165 and the \(K'\) term \(-0.050\). The origin term is zero. For a point nucleus at finite \(c\), the \(p_{1/2}\) large component does not vanish at the origin but grows as \(r^{\gamma-1}\) with a small coefficient, and it is \(KR^2\propto r^{2\gamma-1}\) that vanishes. The \(K'\) term is 0.6 percent of \(J\) in size and opposite in sign. It is not concentrated at the nucleus: for \(r\gg r_T\), \(K'\approx r_T/r^2\) and \(R\propto r\,e^{-Zr/2}\), so \(K'R^2\propto e^{-Zr}\) is spread over the scale \(1/Z\).

**A nucleus of finite size.** Let the charge fill a uniform ball of radius \(\rho=5\) fm, a round value, and keep the dipole pointlike. At the centre \(V(0)=-3Z/(2\rho)\), so

\[
K(0)=\frac1{1+\varepsilon/2c^2+3r_T/2\rho}
=\frac1{1-0.011+12.26}=0.0755,
\]

with \(\varepsilon=-425.3\) hartree. The density at the centre is now finite, \(n(0)=10295\) bohr\(^{-3}\), and

\[
n_{\rm eff}=0.0755\times10295+7497=777+7497=8274\ \text{bohr}^{-3}.
\]

The point nucleus gives 8320, and the Schrödinger density at the origin is 7763. The hyperfine constant falls by 0.55 percent from its point-nucleus value, to 6614 GHz. The last digit belongs to the model: changing \(\rho\) by \(\pm0.2\) fm moves the value by \(\mp1.4\) GHz, a Gaussian charge of the same root-mean-square radius gives 6615 GHz, and spreading the dipole uniformly over the ball would lower it by a further 0.19 percent, or 12 GHz. Putting the Dirac density at the centre into the contact formula would instead give a result 24 percent above the correct one for the same ball. Using the total density changes nothing, because \(R'(0)=0\) makes \(S(0)=0\).

## What to do about it

In a four-component calculation, evaluate the mean value of \(H'\) directly and add no contact term, which would count the same coupling twice. The small component must be able to follow \(KR'/(2c)\), since an error in it enters \(J\) at first order. The grid or basis must also reach well inside \(r_T\): for the copper 1s state with a point nucleus, cutting the integral off at \(r_T\) would lose 5.1 percent of \(J\).

In a nonrelativistic calculation, use the delta function with the Schrödinger density. For a one-electron 1s state, \(\tfrac32(Z/c)^2\) estimates the shortfall against the Dirac value for a fixed point nucleus, relative to the contact value, while \(Z/c\) is small. For the lightest atoms other corrections are larger: in hydrogen this term is \(8\times10^{-5}\), while the reduced mass changes the result by \(-1.6\times10^{-3}\) and the anomalous moment of the electron by \(+1.2\times10^{-3}\).

If the large component comes from a relativistic calculation, do not combine it with a bare delta function. For a point nucleus the result is infinite. For a finite nucleus it is finite but differs from the correct value: in the example it is 24 percent above it. The excess grows quickly with \(Z\): for one-electron 1s states and uniform balls it is 0.05 percent at \(Z=1\) (\(\rho=1.09\) fm), 1.3 percent at \(Z=6\) (3.19 fm) and a factor of 3.3 at \(Z=80\) (7.05 fm). Use \(n_{\rm eff}\), with \(R\) normalized together with \(S\). A two-component function obtained by a unitary transformation of the Dirac equation is in general not this \(R\), and the operator must then be transformed with it.

These formulas apply orbital by orbital in a mean field whose potential is local and central. With nonlocal exchange, the simple form of \(K\) is lost, but the integral \(\int PQ/r^2\,dr\) remains the radial factor for each orbital. The spread of magnetization inside the nucleus, nuclear recoil, electron correlation and radiative corrections are outside this treatment.
